# D-optimal earlier exposure for a two-point fit of exponential uptake: test program

```python
"""
Result under test: for uptake m(E) = M*(1 - exp(-k*E)) measured at an earlier
exposure E1 and at a fixed longest exposure L, with errors whose variance does
not depend on exposure, the D-optimal earlier exposure is
    E1* = 1/k - L/(exp(k*L) - 1).
M: saturation mass (ng/cm2 per cycle), k: rate constant (1/(Torr s)),
E, L: exposures (Torr s), sigma: standard error of one mass (ng/cm2).
Example: water dose in alumina growth, with rough typical parameters.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def uptake(E, M, k):
    return -M * np.expm1(-k * E)


def optimal_exposure(k, L):
    return 1 / k - L / math.expm1(k * L)


def jacobian_det(E1, E2, M, k):
    """Determinant of the sensitivities, by central differences of the model."""
    hM, hk = 1e-5 * M, 1e-5 * k

    def sens(E):
        dM = (uptake(E, M + hM, k) - uptake(E, M - hM, k)) / (2 * hM)
        dk = (uptake(E, M, k + hk) - uptake(E, M, k - hk)) / (2 * hk)
        return dM, dk
    a, b = sens(E1)
    c, d = sens(E2)
    return np.abs(a * d - b * c)


def maximize(func, low, high):
    res = minimize_scalar(lambda e: -func(e), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-8 * high})
    return res.x


def fit_two_points(E1, E2, m1, m2):
    """Exact solution of the two uptake equations for M and k."""
    ratio = m1 / m2
    k = brentq(lambda q: math.expm1(-q * E1) / math.expm1(-q * E2) - ratio,
               1e-3, 1e4, xtol=1e-13, rtol=1e-13)
    return -m2 / math.expm1(-k * E2), k


def fitted_scatter(E1, E2, M, k, sigma, order=8):
    """Mean and covariance of exact fits for uniform errors of std sigma."""
    nodes, weights = np.polynomial.legendre.leggauss(order)
    errors, weights = sigma * math.sqrt(3) * nodes, weights / 2
    m1, m2 = uptake(E1, M, k), uptake(E2, M, k)
    fits = np.array([fit_two_points(E1, E2, m1 + e, m2 + f)
                     for e in errors for f in errors])
    w = np.outer(weights, weights).ravel()
    mean = w @ fits
    dev = fits - mean
    return mean, (dev * w[:, None]).T @ dev


# Inputs of the worked example (rough typical values)
M, k, L, sigma, temperature = 35.0, 20.0, 0.08, 0.5, 450.0
X = k * L
best = optimal_exposure(k, L)

# Closed form against a numerical search, for short to long final exposures
table = []
for kL in (0.3, 1.0, X, 3.0, 6.0, 12.0):
    LL = kL / k
    grid = np.linspace(0, LL, 202)[1:-1]
    slopes = np.sign(np.diff(jacobian_det(grid, LL, M, k)))
    assert slopes[0] > 0 and slopes[-1] < 0
    assert np.count_nonzero(np.diff(slopes)) == 1
    found = maximize(lambda e: jacobian_det(e, LL, M, k), 0.0, LL)
    assert abs(found / optimal_exposure(k, LL) - 1) < 1e-3
    assert found < LL / 2 and found < 1 / k
    table.append((kL, k * found, found / LL))
assert abs(table[0][1] - (0.3 / 2 - 0.3**2 / 12)) < 1e-4

# The longest allowed exposure is the best later point
for rate in (5.0, k, 60.0):
    axis = np.linspace(0, L, 161)[1:]
    first, second = np.meshgrid(axis, axis, indexing="ij")
    values = np.where(first < second, jacobian_det(first, second, M, rate), 0)
    i, j = np.unravel_index(np.argmax(values), values.shape)
    assert j == len(axis) - 1
    assert abs(axis[i] - optimal_exposure(rate, L)) < 1.01 * (axis[1] - axis[0])

# Covariance of exact fits: size and place of its minimum at small noise
small = 0.01
det_fit = np.linalg.det(fitted_scatter(best, L, M, k, small)[1])
assert abs(det_fit * jacobian_det(best, L, M, k)**2 / small**4 - 1) < 2e-3
best_small = maximize(lambda e: -math.log(np.linalg.det(
    fitted_scatter(e, L, M, k, small)[1])), 0.4 * best, 1.6 * best)
assert abs(best_small / best - 1) < 2e-3

# Errors proportional to mass: criterion only falls as E1 grows
grid = np.linspace(0.01 * L, 0.99 * L, 150)
relative = jacobian_det(grid, L, M, k) / uptake(grid, M, k)
assert np.all(np.diff(relative) < 0)

# Closed form of the determinant against the finite-difference determinant


def g(x, XX=X):
    return (-math.expm1(-XX) * x * math.exp(-x)
            + XX * math.exp(-XX) * math.expm1(-x))


for x in (0.2, 0.7, 1.3):
    assert abs(jacobian_det(x / k, L, M, k) / (M / k * g(x)) - 1) < 1e-6

# Linearized errors of the fit at the optimum
x_best = k * best
J = np.array([[-math.expm1(-x), M / k * x * math.exp(-x)]
              for x in (x_best, X)])
cov = sigma**2 * np.linalg.inv(J.T @ J)
err_M, err_k = np.sqrt(np.diag(cov))
correlation = cov[0, 1] / (err_M * err_k)
cov_small = fitted_scatter(best, L, M, k, small)[1] * (sigma / small)**2
assert np.allclose(cov_small, cov, rtol=3e-3)


def efficiency(E):
    return float(jacobian_det(E, L, M, k) / jacobian_det(best, L, M, k))


window = [brentq(lambda e: efficiency(e) - 0.95, a, b)
          for a, b in ((0.01 * L, best), (best, 0.99 * L))]

# Regime check: film thickness and water reaction probability
density = 3.0                                  # g/cm3, rough film density
thickness = M * 1e-9 / density * 1e7           # nm
molar_oxide, molar_water = 101.96, 18.015      # g/mol
water_used = 3 * M * 1e-9 / molar_oxide * const.N_A          # per cm2
mass_water = molar_water * 1e-3 / const.N_A
flux = const.torr / math.sqrt(2 * math.pi * mass_water
                              * const.k * temperature) * 1e-4  # /(cm2 s Torr)
probability = k * water_used / flux

# Neglected effects for the example's own numbers
mean_real, cov_real = fitted_scatter(best, L, M, k, sigma)
best_real = maximize(lambda e: -math.log(np.linalg.det(
    fitted_scatter(e, L, M, k, sigma)[1])), 0.4 * best, 1.6 * best)
dose_error = 0.03


def criterion_dose(E):
    extra = dose_error * E * M * k * math.exp(-k * E)
    return jacobian_det(E, L, M, k) / math.hypot(sigma, extra)


best_dose = maximize(criterion_dose, 0.0, L)
slow_part, slow_ratio = 0.10, 0.10


def mass_slow(E):
    return (uptake(E, (1 - slow_part) * M, k)
            + uptake(E, slow_part * M, slow_ratio * k))


fit_slow = fit_two_points(best, L, mass_slow(best), mass_slow(L))
background = 0.5
fit_back = fit_two_points(best, L, uptake(best, M, k) + background,
                          uptake(L, M, k) + background)


def steady_gain(E, metal_fraction):
    """Mass gain per cycle after many alternating water and metal doses."""
    hydroxyl, gain = 0.3, 0.0
    for _ in range(200):
        hydroxyl += (1 - hydroxyl) * -math.expm1(-k * E)
        gain = metal_fraction * hydroxyl
        hydroxyl -= gain
    return M * gain


for E in (best, L):
    assert abs(steady_gain(E, 1.0) - uptake(E, M, k)) < 1e-9
metal_fraction = 0.95
fit_metal = fit_two_points(best, L, steady_gain(best, metal_fraction),
                           steady_gain(L, metal_fraction))
barrier, drift = 0.10, 5.0
hot = temperature + drift
k_hot = k * math.sqrt(temperature / hot) * math.exp(
    barrier * const.e / const.k * (1 / temperature - 1 / hot))
fit_hot = fit_two_points(best, L, uptake(best, M, k), uptake(L, M, k_hot))

print(f"Input saturation mass M: {M:.1f} ng/cm2 per cycle")
print(f"Input rate constant k: {k:.1f} 1/(Torr s)")
print(f"Input longest exposure L: {L:.3f} Torr s")
print(f"Input mass noise sigma: {sigma:.2f} ng/cm2")
print(f"Input temperature: {temperature:.0f} K")
print(f"Input film density (rough): {density:.1f} g/cm3")
print(f"Film thickness per cycle: {thickness:.3f} nm")
print(f"Water consumed per saturated cycle: {water_used:.2e} 1/cm2")
print(f"Water flux per pressure: {flux:.2e} 1/(cm2 s Torr)")
print(f"Implied initial reaction probability: {probability:.1e} (no unit)")
print(f"k*L: {X:.3f} (no unit)")
print(f"exp(k*L) - 1: {math.expm1(X):.4f} (no unit)")
print(f"Optimal k*E1: {x_best:.4f} (no unit)")
print(f"Optimal earlier exposure E1*: {best:.5f} Torr s")
print(f"E1* as pulse length at 0.1 Torr: {best / 0.1:.3f} s")
print(f"E1* from scatter of exact fits: {best_small:.5f} Torr s")
print(f"1/k: {1 / k:.4f} Torr s; L/2: {L / 2:.4f} Torr s")
print(f"g at optimum: {g(x_best):.4f} (no unit)")
print(f"Mass at E1*: {uptake(best, M, k):.2f} ng/cm2")
print(f"Mass at L: {uptake(L, M, k):.2f} ng/cm2")
print(f"Standard error of M: {err_M:.2f} ng/cm2")
print(f"Standard error of k: {err_k:.2f} 1/(Torr s)")
print(f"Correlation of M and k: {correlation:.3f} (no unit)")
print(f"Efficiency at E1 = 1/k: {efficiency(1 / k):.3f} (no unit)")
print(f"Efficiency at E1 = L/2: {efficiency(L / 2):.3f} (no unit)")
print(f"95 % efficiency window: {window[0]:.4f} to {window[1]:.4f} Torr s")
for factor in (0.5, 2.0):
    E = optimal_exposure(factor * k, L)
    print(f"k guessed as {factor:.1f} k: E1 {E:.4f} Torr s, "
          f"efficiency {efficiency(E):.3f}")
for kL, xs, part in table:
    print(f"Search at k*L = {kL:.1f}: k*E1 = {xs:.4f}, E1/L = {part:.4f}")
print(f"Finite noise: mean M {mean_real[0]:.2f} ng/cm2, "
      f"mean k {mean_real[1]:.2f} 1/(Torr s)")
print(f"Finite noise: std M {math.sqrt(cov_real[0, 0]):.2f} ng/cm2, "
      f"std k {math.sqrt(cov_real[1, 1]):.2f} 1/(Torr s)")
print(f"Finite noise: best E1 {best_real:.5f} Torr s")
print(f"Exposure error {100 * dose_error:.0f} %: "
      f"best E1 {best_dose:.5f} Torr s")
print(f"Efficiency of that E1 without exposure error: "
      f"{efficiency(best_dose):.4f}")
print(f"Slow sites: {100 * slow_part:.0f} % of M at {slow_ratio:.2f} k")
print(f"Background growth: {background:.2f} ng/cm2 per cycle")
print(f"Incomplete metal dose: {100 * metal_fraction:.0f} % of sites")
print(f"Drift of second run: {drift:.0f} K with barrier {barrier:.2f} eV")
for name, fit in (("slow sites", fit_slow), ("background", fit_back),
                  ("incomplete metal dose", fit_metal),
                  ("temperature drift", fit_hot)):
    print(f"Fit with {name}: M {fit[0]:.2f} ng/cm2, k {fit[1]:.2f} 1/(Torr s)")
print("success")
```

Printed output:

```
Input saturation mass M: 35.0 ng/cm2 per cycle
Input rate constant k: 20.0 1/(Torr s)
Input longest exposure L: 0.080 Torr s
Input mass noise sigma: 0.50 ng/cm2
Input temperature: 450 K
Input film density (rough): 3.0 g/cm3
Film thickness per cycle: 0.117 nm
Water consumed per saturated cycle: 6.20e+14 1/cm2
Water flux per pressure: 3.90e+20 1/(cm2 s Torr)
Implied initial reaction probability: 3.2e-05 (no unit)
k*L: 1.600 (no unit)
exp(k*L) - 1: 3.9530 (no unit)
Optimal k*E1: 0.5952 (no unit)
Optimal earlier exposure E1*: 0.02976 Torr s
E1* as pulse length at 0.1 Torr: 0.298 s
E1* from scatter of exact fits: 0.02976 Torr s
1/k: 0.0500 Torr s; L/2: 0.0400 Torr s
g at optimum: 0.1171 (no unit)
Mass at E1*: 15.70 ng/cm2
Mass at L: 27.93 ng/cm2
Standard error of M: 1.97 ng/cm2
Standard error of k: 2.23 1/(Torr s)
Correlation of M and k: -0.961 (no unit)
Efficiency at E1 = 1/k: 0.764 (no unit)
Efficiency at E1 = L/2: 0.931 (no unit)
95 % efficiency window: 0.0220 to 0.0384 Torr s
k guessed as 0.5 k: E1 0.0347 Torr s, efficiency 0.983
k guessed as 2.0 k: E1 0.0216 Torr s, efficiency 0.944
Search at k*L = 0.3: k*E1 = 0.1425, E1/L = 0.4750
Search at k*L = 1.0: k*E1 = 0.4180, E1/L = 0.4180
Search at k*L = 1.6: k*E1 = 0.5953, E1/L = 0.3720
Search at k*L = 3.0: k*E1 = 0.8428, E1/L = 0.2809
Search at k*L = 6.0: k*E1 = 0.9851, E1/L = 0.1642
Search at k*L = 12.0: k*E1 = 0.9999, E1/L = 0.0833
Finite noise: mean M 35.20 ng/cm2, mean k 20.04 1/(Torr s)
Finite noise: std M 2.02 ng/cm2, std k 2.24 1/(Torr s)
Finite noise: best E1 0.02768 Torr s
Exposure error 3 %: best E1 0.02647 Torr s
Efficiency of that E1 without exposure error: 0.9915
Slow sites: 10 % of M at 0.10 k
Background growth: 0.50 ng/cm2 per cycle
Incomplete metal dose: 95 % of sites
Drift of second run: 5 K with barrier 0.10 eV
Fit with slow sites: M 32.40 ng/cm2, k 19.62 1/(Torr s)
Fit with background: M 35.05 ng/cm2, k 20.84 1/(Torr s)
Fit with incomplete metal dose: M 32.89 ng/cm2, k 21.10 1/(Torr s)
Fit with temperature drift: M 35.73 ng/cm2, k 19.45 1/(Torr s)
success
```
